# Why a free nanowire has four zero-frequency phonon branches

## What happens

A nanowire suspended between two heat reservoirs conducts heat through its vibrations. If it is cold enough for its width (a few kelvin for a width of 2 nm), the higher vibrations are frozen out, and what matters is how many phonon branches start at zero frequency. In a bulk crystal with one atom per cell there are three, and it is tempting to carry that number over to the wire. A free wire has four: two flexural branches (bending in two directions), one longitudinal and one torsional.

The fourth exists because rotating the wire about its own axis costs no energy. That alone is not a full explanation, since rotating an entire bulk crystal costs nothing either. The rotation must also be a pattern that a phonon branch can contain.

The wire considered here is straight, periodic along $z$ with period $a$, and at least two atoms across. It touches nothing along its length. Its atoms are in stable equilibrium, the energy does not change when the whole wire is shifted or turned, and the cross-section has no loose internal mechanism. Frequencies $\omega$ are angular and $q$ is the wavenumber along $z$.

## Why: a rotation that repeats from cell to cell

A phonon of a wire is a Bloch pattern. The displacement of atom $i$ in cell $l$ is $\mathbf u_i e^{iqal}$, so at $q=0$ every cell moves identically. A branch reaches zero frequency at $q=0$ when such a pattern produces no restoring force.

Turn the whole wire about its axis by a small angle $\theta$. Atom $j$ moves by

$$\mathbf u_j=\theta\,\hat{\mathbf z}\times\mathbf r_j=\theta(-y_j,\;x_j,\;0).$$

The forces turn with the body. They were zero before the turn, so they are zero after it. To first order the force on atom $i$ is $-\sum_j H_{ij}\mathbf u_j$, where $H$ is the matrix of force constants. Therefore $\sum_jH_{ij}(\hat{\mathbf z}\times\mathbf r_j)=0$, and the rotation is a mode of zero frequency. It does not depend on $z$, so it belongs to $q=0$, and it is bounded because the wire has finite width. The three translations qualify for the same reasons.

In a bulk crystal the same displacement grows without limit away from the axis. Cells far apart do not move alike, so it is not a Bloch pattern of zero wavevector. With one atom per cell, such a pattern is a single displacement vector common to all atoms. It has three components, all translations, which leaves room for three branches and no more. Local rotation is still present in bulk, inside transverse waves: near $x=0$ a wave of wavenumber $\kappa$, $u_y=A\sin\kappa x\approx A\kappa x$, is a rotation by $A\kappa/2$ plus a shear. The shear costs energy, and the wave is already counted among the three.

### Counting all the free patterns

To show that there are exactly four, take a definite model: $n\times n$ columns of a simple cubic lattice, atoms of mass $m$, and equal springs $k$, at rest length, between nearest and next-nearest neighbours. For a bond with unit vector $\mathbf e$ joining atoms $i$ and $j$, the stretch is $s=\mathbf e\cdot(\mathbf u_j-\mathbf u_i)$ to first order, and the energy is $\tfrac12ks^2$. A sum of squares vanishes only if every term does, so a zero mode stretches no bond. At $q=0$ this gives the following conditions.

- Bonds along $x$ require $u_x(x+a,y)=u_x(x,y)$, so $u_x$ depends on $y$ alone. Likewise $u_y$ depends on $x$ alone.
- Diagonals in the $xz$ plane, rising and falling, require $\Delta u_x\pm\Delta u_z=0$ between neighbouring columns. Hence $\Delta u_z=0$. The $yz$ diagonals say the same along $y$, so $u_z$ is a constant, $c_3$.
- Diagonals in the $xy$ plane require
$$[u_x(y+a)-u_x(y)]+[u_y(x+a)-u_y(x)]=0.$$

The first bracket depends only on $y$ and the second only on $x$, so both are constants. Call them $-\theta a$ and $+\theta a$. Then

$$u_x=c_1-\theta y,\qquad u_y=c_2+\theta x,\qquad u_z=c_3 .$$

The other $xy$ diagonal gives $\theta a-\theta a=0$ and adds no condition. Four free constants remain: three translations and one rotation. The frequencies vary continuously with $q$, so four branches run down to zero.

Now join opposite side faces, so that the same block repeats sideways as a piece of bulk crystal. After $n$ steps along $y$, $u_x$ must return to its starting value, so $n\theta a=0$. The rotation is lost and three modes remain.

Diagonalization for $n=8$ gives four zero modes for the free wire and three for the laterally periodic crystal. A finite turn of $1^\circ$ costs nothing in the wire beyond rounding error, but $1.07$ eV per cell in the periodic block. That energy sits in the bonds across the seams, which are forced to join parts moving differently. It is the price of making a rotation periodic, not of turning a free crystal.

A single row of atoms is an exception. Turning it about its axis moves nothing, and the count at $q=0$ falls back to three.

### Why the other two rotations add no branches

Rotation about $y$ displaces the wire by $u_x=\varphi z$, $u_z=-\varphi x$. This grows along the wire, so it is not a $q=0$ pattern. It instead changes the shape of the flexural branches.

Let the wire bend as $u_x=w(z)$. If the cross-sections did not tilt, the shear strain would be $w'$, and the energy would scale as $q^2$. If each section tilts so as to stay perpendicular to the bent axis, $u_z=-xw'$, then

$$\partial_zu_x+\partial_xu_z=w'-w'=0,\qquad \partial_zu_z=-xw''.$$

The shear disappears, leaving a strain with two derivatives and an energy proportional to $q^4$. For trial waves in the lattice, doubling $q$ multiplies the energy by $4.000$ without tilt and by $16.000$ with it.

## How large: the four dispersion relations

For wavelengths much longer than the width, each section relaxes as it would under static load. Let $C$, $S$ and $K$ be the static stiffnesses for twisting, stretching and bending, $\mu$ the mass per length, and $J$ the moment of inertia about the axis per length. The energies per length are

$$\tfrac12C\phi'^2+\tfrac12J\dot\phi^2,\qquad \tfrac12Su'^2+\tfrac12\mu\dot u^2,\qquad \tfrac12Kw''^2+\tfrac12\mu\dot w^2$$

for twist angle $\phi$, axial displacement $u$ and deflection $w$. In a standing wave $\cos qz\cos\omega t$, each space derivative brings a factor $q$ and each time derivative a factor $\omega$. The peak potential and peak kinetic energies, averaged over a wavelength, are equal, so

$$\omega_T=q\sqrt{C/J},\qquad \omega_L=q\sqrt{S/\mu},\qquad \omega_F=q^2\sqrt{K/\mu}.$$

The last holds for both bending directions of a square wire.

The example has $a=0.25$ nm, $m=50$ u, $k=20$ N/m and $n=8$, hence a width $W=na=2$ nm. Static deformation with relaxed atoms gives $C=547.6\,ka^3$, $S=145.9\,ka$ and $K=703.9\,ka^3$. The section has $\sum(x^2+y^2)=672\,a^2$, so $J=672\,ma$, and $\mu=64\,m/a$. With $a\sqrt{k/m}=3880$ m/s,

$$v_T=3880\sqrt{\tfrac{547.6}{672}}\approx3500\ \text{m/s},\qquad v_L=3880\sqrt{\tfrac{145.9}{64}}\approx5860\ \text{m/s},$$

and $\omega_F/q^2=3.2\times10^{-6}$ m²/s. At $q=0.005/a$, the full lattice frequencies agree with these static predictions to within $0.03\%$ for all four branches. The third mode there is, to the printed digits, a pure rigid rotation of each section.

## What it does to heat flow

Suppose phonons cross the wire without scattering and enter and leave without reflection. A mode holds on average $n$ phonons (in this section $n$ is the thermal occupation, not the number of columns), so it carries energy $n\hbar\omega$ at the group velocity $v=d\omega/dq$. The number of modes per length in an interval $dq$ is $dq/2\pi$. Since $v\,dq=d\omega$, the velocity drops out of the heat flow. The flows from the two reservoirs cancel except for the effect of their small temperature difference, so the conductance per branch is the derivative of one flow with respect to $T$:

$$G_1=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\frac{\partial n}{\partial T},\qquad n=\frac1{e^x-1},\quad x=\frac{\hbar\omega}{k_BT}.$$

The upper limit may be infinite because the thermal factor cuts off the integral far below the top of the branch at low temperature. Insert $\partial n/\partial T=(x/T)\,e^x/(e^x-1)^2$, $\hbar\omega=k_BTx$ and $d\omega=(k_BT/\hbar)\,dx$:

$$G_1=\frac{k_B^2T}{h}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx .$$

Integration by parts turns the integral into $2\int_0^\infty x\,dx/(e^x-1)$, as the boundary term $-x^2/(e^x-1)$ vanishes at both ends. Expanding $1/(e^x-1)=\sum_{p\ge1}e^{-px}$ gives $2\sum_p1/p^2=\pi^2/3$. Hence

$$G_1=\frac{\pi^2k_B^2T}{3h}=0.946\ \text{pW/K}^2\times T .$$

This is one conductance quantum, the same for linear and quadratic branches. At 2 K the four branches give $4\times0.946\times2=7.57$ pW/K. Leaving out torsion would give $5.68$ pW/K, which is $25\%$ too low relative to the full value.

### Where four stops being the right number

The next branch sets the upper temperature limit. Consider axial sliding of neighbouring columns at $q=0$. Each pair is joined by two diagonals per cell, each with $s^2=\tfrac12(\Delta u_z)^2$, so their energy is $\tfrac12k(\Delta u_z)^2$. The columns therefore act as a chain of $n$ masses with free ends. Its lowest nonzero mode is $u_z\propto\cos[\pi(j-\tfrac12)/n]$, where $j$ numbers the columns, with

$$\omega_5=2\sqrt{\frac km}\,\sin\frac{\pi}{2n}\approx\frac{\pi}{W}\,a\sqrt{\frac km}\quad(n\gg1).$$

For $n=8$ this is $0.390\times10.22=3.99$ meV, or $46.3$ K. It coincides with the fifth mode of the full diagonalization, and the fifth branch goes no lower at any sampled $q$. The conductance from the complete dispersion is:

| $T$ (K) | quanta | $G$ (pW/K) |
|---|---|---|
| 2 | 4.00 | 7.57 |
| 5 | 4.01 | 19.0 |
| 10 | 4.45 | 42.2 |
| 20 | 7.67 | 145 |
| 300 | about 11.5 | about 3300 |

At about one ninth of the gap temperature the count is still four to $0.2\%$; at 10 K it is $11\%$ above four. The 300 K entry is rounded because many branches cross there. The wavenumber grid used for the listing misses the tips of the crossings and gives 11.1 quanta, about 3% below the converged value of about 11.5. It is also a ballistic value. It leaves out scattering between phonons, which cannot be neglected in a long wire at room temperature.

## Setting the model beside a real wire

The density of $5300$ kg/m³ and the sound speeds are roughly typical of stiff solids. The width of 2 nm was chosen to keep the calculation small, and a real wire can be much thicker. Since $\omega_5\propto1/W$, the gap extrapolates to $0.93$ K at 100 nm, and the four-branch regime then requires about $0.1$ K. The ideal conductance there is $4\times0.946\times0.1\approx0.38$ pW/K. The assumption of reflectionless contacts also needs checking: one abrupt joint can take the count from four to below three, as shown next. In a metal wire, electrons carry heat as well; the numbers here are for an insulator.

## What to do about it

**Shape the contacts.** At an abrupt joint, the twist angle and the torque $C\phi'$ must be continuous. For an incident wave of unit amplitude, with reflected and transmitted amplitudes $r$ and $t$,

$$1+r=t,\qquad Z_1(1-r)=Z_2t,\qquad Z=\frac{Cq}{\omega}=\sqrt{CJ}.$$

Substituting $r=t-1$ gives $t=2Z_1/(Z_1+Z_2)$. The transmitted share of the power is

$$\mathcal T=\frac{Z_2}{Z_1}t^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

Longitudinal waves obey the same formula with $Z=\sqrt{S\mu}$. For long waves and a joint to twice the width in the same material, with both wires square, on the same axis and many atoms across, $C$ and $J$ grow as $W^4$, so the torsional ratio $Z_2/Z_1$ is $16$. $S$ and $\mu$ grow as $W^2$, so the longitudinal ratio is $4$. The transmissions are $64/289=0.22$ and $16/25=0.64$. Even if both flexural branches passed perfectly, one such joint would leave at most $2+0.64+0.22=2.86$ quanta.

If the aim is high conductance, widen the wire gradually over a length well above the thermal wavelength, so that small reflections from successive sections arrive with different phases and largely cancel. For torsion, $hv_T/(k_BT)$ is $34$ nm at 5 K and grows as $1/T$. If the aim is thermal isolation, an abrupt step suppresses torsion more strongly than longitudinal motion.

**Keep the sides free, or account for the support.** Springs of only $0.01k$ tying one side face to a rigid base remove all four zero modes. The lowest $q=0$ mode rises to $1.9$ K. A simple estimate shows what it is: let the section rock rigidly about the centre line of the held face. The eight held atoms then move only normal to the face, with $\sum x^2=42\,a^2$. The moment of inertia about that line is $(672+64\times3.5^2)\,ma^2=1456\,ma^2$. Thus $\omega^2=(0.01\times42/1456)\,k/m$, or $2.0$ K, an upper bound close to the computed value. Wires embedded in a dielectric, as in chip wiring, are held on all sides, and the free-wire count should not be applied to them.

**Tension is tolerable; compression is not.** A tensile force $F$ adds $\tfrac12Fw'^2$ to the bending energy, so

$$\omega_F^2=\frac{Fq^2+Kq^4}{\mu}.$$

The atoms are still in equilibrium, so the rotation argument holds and four branches survive. At $0.1\%$ strain, $F=0.001\,S$, and the tension term exceeds the bending term below $q=\sqrt{F/K}=0.058$ nm⁻¹, a wavelength of $109$ nm. Well below this $q$ the flexural branches are linear. The ideal conductance is unchanged, because the velocity cancels. Under compression $F<0$, $\omega_F^2$ turns negative at small $q$, and a sufficiently long wire buckles.

**Watch the length and the surface.** In a 1 µm wire with strongly reflecting ends, the lowest torsional standing wave lies at $\hbar\pi v_T/(Lk_B)=0.08$ K. Such ends break the branch into separate resonances. Heat flow averages over them at higher temperatures, and their spacing shows only well below this one. Surface roughness is not modelled. A one-atom step is small against a 34 nm wavelength, but it is one eighth of the width of this wire, so many such steps could still reduce the conductance noticeably.

The values used here are listed in the numerical output that follows.

## Numbers as computed

```
spacing a = 0.25 nm, mass = 50 u, spring k = 20 N/m
columns = 8 x 8, width n*a = 2.00 nm
density = 5314 kg/m^3
frequency unit sqrt(k/m) = 1.5520e+13 rad/s = 10.216 meV
frequency unit as temperature = 118.55 K
zero modes at q=0, free wire: 4
zero modes at q=0, laterally periodic crystal: 3
zero modes at q=0, single row of atoms: 3
zero modes at q=0, wire with one face held: 0
1 degree turn, energy per cell, wire: 5.8e-30 eV
1 degree turn, energy per cell, periodic crystal: 1.072 eV
twist stiffness C = 547.603 k a^3
stretch stiffness S = 145.925 k a
bend stiffness K = 703.867 k a^3
sum of x^2+y^2 over the section = 672.0 a^2
test wavenumber q = 0.005 /a
flexural 1: lattice 8.28888e-05, static stiffness 8.29078e-05 sqrt(k/m)
flexural 2: lattice 8.28888e-05, static stiffness 8.29078e-05 sqrt(k/m)
torsional: lattice 4.51354e-03, static stiffness 4.51355e-03 sqrt(k/m)
longitudinal: lattice 7.54990e-03, static stiffness 7.54996e-03 sqrt(k/m)
weight of rigid rotation in torsional mode = 1.00000
torsional speed = 3503 m/s
longitudinal speed = 5859 m/s
flexural omega/q^2 = 3.217e-06 m^2/s
energy ratio on doubling q, no tilt = 4.000
energy ratio on doubling q, with tilt = 16.000
conductance quantum / T = 0.9464 pW/K^2
T = 2 K: 4.000 quanta, G = 7.57 pW/K
T = 5 K: 4.008 quanta, G = 18.97 pW/K
T = 10 K: 4.454 quanta, G = 42.15 pW/K
T = 20 K: 7.668 quanta, G = 145.14 pW/K
T = 300 K: 11.133 quanta, G = 3160.86 pW/K
torsional share at 2 K = 1.893 pW/K
fifth mode at q=0 = 3.986 meV = 46.3 K
lowest point of fifth branch over all q = 46.3 K
gap*n for n=8: 3.121, for n=12: 3.133 sqrt(k/m)
fifth mode scaled to 100 nm width = 0.93 K
support springs = 0.01 k: lowest q=0 mode = 0.162 meV = 1.88 K
strain 0.1 %: flexural branch linear below q = 0.0576 /nm, wavelength 109 nm
joint to double width: longitudinal transmission = 0.640
joint to double width: torsional transmission = 0.221
1 um length: lowest torsional standing wave = 0.084 K
torsional thermal wavelength h v/(kB T) at 5 K = 33.6 nm
```
